# Averaging over Polariser Azimuths ±P in a Rotating-Analyser Ellipsometer

**Q.** My rotating analyser has an azimuth scale that is slightly off. I am told to measure at polariser azimuth \(+P\), again at \(-P\), and average. Why should a second measurement with the same faulty scale help?

**A.** Let us first see what the instrument reads. Measure azimuths from the plane of incidence, and let the light reaching the sample be linearly polarised at \(P\), with \(0<|P|<90^\circ\). Take an isotropic sample, which reflects p and s light without mixing them:

\[
\rho=\frac{r_p}{r_s}=\tan\Psi\,e^{i\Delta},\qquad E_p=r_p\cos P,\quad E_s=r_s\sin P .
\]

An analyser at azimuth \(A\) passes the field \(E_p\cos A+E_s\sin A\). Its squared modulus is

\[
I\propto|E_p|^2\cos^2A+|E_s|^2\sin^2A+2\,\mathrm{Re}(E_pE_s^*)\sin A\cos A .
\]

Use \(\cos^2A=(1+\cos2A)/2\), \(\sin^2A=(1-\cos2A)/2\) and \(2\sin A\cos A=\sin2A\), then divide by the constant part \((|E_p|^2+|E_s|^2)/2\). This gives \(I\propto1+a\cos2A+b\sin2A\), with

\[
a=\frac{|E_p|^2-|E_s|^2}{|E_p|^2+|E_s|^2},\qquad
b=\frac{2\,\mathrm{Re}(E_pE_s^*)}{|E_p|^2+|E_s|^2}.
\]

Dividing numerators and denominators by \(|r_s|^2\cos^2P\),

\[
a=\frac{\tan^2\Psi-\tan^2P}{\tan^2\Psi+\tan^2P},\qquad
b=\frac{2\tan\Psi\tan P\cos\Delta}{\tan^2\Psi+\tan^2P}.
\]

Because \(a\) and \(b\) are normalised, the lamp may change in brightness between the two settings, provided it is steady during each.

**Q.** And how do you get back to \(\Psi\) and \(\Delta\)?

**A.** With \(D=\tan^2\Psi+\tan^2P\), we have \(1+a=2\tan^2\Psi/D\) and \(1-a=2\tan^2P/D\). Their ratio gives \(\Psi\). Their product gives \(\sqrt{1-a^2}=2\tan\Psi|\tan P|/D\), which divides \(b\) to leave \(\cos\Delta\) times the sign of \(P\), called \(s\):

\[
\tan\Psi=|\tan P|\sqrt{\frac{1+a}{1-a}},\qquad
\cos\Delta=\frac{s\,b}{\sqrt{1-a^2}} .
\]

The instrument yields \(\cos\Delta\), not the sign of \(\Delta\), so I take \(0<\Delta<180^\circ\).

**Q.** Now put in the faulty scale.

**A.** Let the true azimuth be the reading \(R\) plus a constant offset \(\delta\), so \(A=R+\delta\). Expanding the cosine and sine of \(2R+2\delta\),

\[
a\cos2A+b\sin2A=(a\cos2\delta+b\sin2\delta)\cos2R+(b\cos2\delta-a\sin2\delta)\sin2R .
\]

The coefficients found against the reading are therefore

\[
a'=a\cos2\delta+b\sin2\delta,\qquad b'=b\cos2\delta-a\sin2\delta .
\]

The pair \((a,b)\) has been turned in its plane by \(-2\delta\). The user, unaware of \(\delta\), inserts \(a'\) and \(b'\) into the inversion and gets \(\Psi'\) and \(\Delta'\).

**Q.** The same rotation happens at \(-P\). I would expect the same error twice.

**A.** The rotation is the same, but it acts on a mirrored state. Reversing \(P\) leaves \(\tan^2P\) alone and reverses \(\tan P\), so \(a\to a\) and \(b\to-b\). Hence

\[
a'(-P,\delta)=a\cos2\delta-b\sin2\delta=a'(P,-\delta),
\]
\[
b'(-P,\delta)=-b\cos2\delta-a\sin2\delta=-(b\cos2\delta+a\sin2\delta)=-b'(P,-\delta).
\]

In the inversion, \(b'\) is multiplied by \(s\), which also reverses. The two minus signs cancel, and

\[
\Psi'(-P,\delta)=\Psi'(P,-\delta),\qquad \Delta'(-P,\delta)=\Delta'(P,-\delta).
\]

Measuring at \(-P\) with offset \(\delta\) is thus equivalent to measuring at \(+P\) with offset \(-\delta\). The mean of the two results,

\[
\bar\Psi=\tfrac12[\Psi'(P,\delta)+\Psi'(P,-\delta)],
\]

is an even function of \(\delta\), and so is \(\bar\Delta\). An even function that can be expanded in powers of \(\delta\) has no linear term, nor any other odd one. That is the cancellation.

**Q.** "That can be expanded" hides a square root and an arccosine. Both can misbehave.

**A.** They need \(|a'|<1\) and \(|b'|<\sqrt{1-a'^2}\), both of which follow from \(a'^2+b'^2<1\). A rotation preserves \(a'^2+b'^2=a^2+b^2\), so it is enough to check the true coefficients. Define \(u\) by \(\tan u=\tan\Psi/|\tan P|\). Dividing the formulas for \(a\) and \(b\) through by \(\tan^2P\),

\[
a=\frac{\tan^2u-1}{\tan^2u+1}=-\cos2u,\qquad
s\,b=\frac{2\tan u\cos\Delta}{\tan^2u+1}=\sin2u\cos\Delta .
\]

Then \(1-a^2-b^2=\sin^22u\,(1-\cos^2\Delta)=\sin^22u\sin^2\Delta\), which is positive when \(0<\Delta<180^\circ\) and \(\Psi\) is neither 0 nor 90°. The expansion exists.

**Q.** A parity argument tells me that something cancels, but not how large it was. What is the error of a single measurement?

**A.** Let \(u'\) and \(\Delta'\) denote the values inferred at offset \(\delta\), so that \(a'=-\cos2u'\) and \(s\,b'=\sin2u'\cos\Delta'\). Differentiating the rotation gives \(da'/d\delta=2b'\) and \(db'/d\delta=-2a'\). I now drop the primes and write a subscript \(\delta\) for a derivative. The first relation reads

\[
2\sin2u\;u_\delta=2s\sin2u\cos\Delta\quad\Rightarrow\quad u_\delta=s\cos\Delta .
\]

In the second, the left side is the derivative of \(s\,b=\sin2u\cos\Delta\), and the right side is \(-2sa=2s\cos2u\):

\[
2\cos2u\,\cos\Delta\;u_\delta-\sin2u\sin\Delta\;\Delta_\delta=2s\cos2u .
\]

Insert \(u_\delta\) and use \(\cos^2\Delta-1=-\sin^2\Delta\):

\[
\sin2u\sin\Delta\;\Delta_\delta=-2s\cos2u\sin^2\Delta
\quad\Rightarrow\quad \Delta_\delta=-2s\cot2u\sin\Delta .
\]

For \(\Psi\), take the logarithmic derivative of \(\tan\Psi=|\tan P|\tan u\) at fixed \(P\). Since \(d\ln\tan x=2\,dx/\sin2x\), we get \(\Psi_\delta=u_\delta\sin2\Psi/\sin2u\). The first-order errors, inferred minus true, are

\[
\delta\Psi_1=s\,\delta\,\frac{\sin2\Psi\cos\Delta}{\sin2u},\qquad
\delta\Delta_1=-2s\,\delta\cot2u\sin\Delta .
\]

Everything except \(s\) is the same at \(+P\) and \(-P\), so both errors reverse.

I tested these slopes against simulated intensities, inverted as above, for \((\Psi,\Delta,|P|)\) of (15, 122, 30), (35, 60, 45), (60, 100, 20) and (25, 150, 50) degrees, at both signs of \(P\). They agreed within \(10^{-4}\) radian per radian.

**Q.** Could I choose \(P\) so that there is nothing to cancel?

**A.** For \(\Delta\), yes. If \(|P|=\Psi\), then \(2u=90^\circ\) and \(\cot2u=0\): the reflected p and s amplitudes are equal, and the linear error in \(\Delta\) vanishes in a single measurement. The error in \(\Psi\) becomes \(s\,\delta\sin2\Psi\cos\Delta\), which vanishes too only if \(\Delta=90^\circ\). At \(|P|=45^\circ\) we have \(u=\Psi\), and the errors are \(s\,\delta\cos\Delta\) and \(-2s\,\delta\cot2\Psi\sin\Delta\).

**Q.** So the average is free of error?

**A.** No, even powers survive. Differentiate once more, using the slopes already found. For \(\Delta\),

\[
\Delta_{\delta\delta}=-2s\left[-\frac{2u_\delta\sin\Delta}{\sin^22u}+\cot2u\cos\Delta\;\Delta_\delta\right]
=4\sin\Delta\cos\Delta\left[\frac1{\sin^22u}+\cot^22u\right],
\]

where \(s^2=1\) has removed the sign. For \(\Psi\), differentiate the three factors of \(\Psi_\delta=s\sin2\Psi\cos\Delta/\sin2u\) in turn:

\[
\Psi_{\delta\delta}=\frac{2\sin2\Psi}{\sin^22u}\left[\cos2\Psi\cos^2\Delta+\cos2u\sin^2\Delta-\cos2u\cos^2\Delta\right].
\]

The last two terms combine to \(-\cos2u\cos2\Delta\). Multiply each second derivative by \(\delta^2/2\), and use \(1/\sin^22u=1+\cot^22u\) in the first. The leading errors of the mean are

\[
\bar\Psi-\Psi\simeq\delta^2\frac{\sin2\Psi}{\sin^22u}\left[\cos2\Psi\cos^2\Delta-\cos2u\cos2\Delta\right],
\]
\[
\bar\Delta-\Delta\simeq2\delta^2\sin\Delta\cos\Delta\,(1+2\cot^22u),
\]

with \(\delta\) in radians.

**Q.** Those denominators worry me. When does "second order" stop meaning "small"?

**A.** When the reflected light is nearly pure s or pure p. Take small \(2u\), where s dominates. Then \(\cot2u\simeq1/(2u)\), and the two orders in \(\Delta\) become

\[
\delta\Delta_1\simeq-s\left(\frac{2\delta}{2u}\right)\sin\Delta,\qquad
\bar\Delta-\Delta\simeq\left(\frac{2\delta}{2u}\right)^2\sin\Delta\cos\Delta .
\]

The effective small parameter is \(2\delta/2u\), not \(\delta\) itself. Near \(2u=180^\circ\) the distance to 180° takes the place of \(2u\). The cancellation of odd orders remains true there, but once this ratio approaches one the even orders left in the mean are in general no longer small. Moving \(|P|\) towards \(\Psi\) restores the margin.

There is a separate difficulty near \(\Delta=0\) or 180°. From \(\cos\Delta=s\,b/\sqrt{1-a^2}\) at fixed \(a\), we find \(\partial\Delta/\partial b=-s/(\sin2u\sin\Delta)\). Noise in \(b\) is then strongly magnified, whereas the offset error is proportional to \(\sin\Delta\) and fades. Averaging over \(\pm P\) does not cure that noise.

**Q.** Give me a real film and show me the numbers.

**A.** Take 25 nm of thermal oxide on silicon at 632.8 nm and 70° incidence. I use rough typical constants: index 1.46 for the oxide, and \(n=3.88\), \(k=0.02\) for silicon. The thin-film reflection formulas give \(\Psi=15.115^\circ\) and \(\Delta=122.183^\circ\). Set \(P=\pm30^\circ\) and \(\delta=0.5^\circ\). Then \(2u=50.14^\circ\), far larger than \(2\delta=1^\circ\).

The first-order errors at \(+P\) are

\[
\delta\Psi_1=0.5^\circ\times\frac{0.5035\times(-0.5326)}{0.7677}=-0.175^\circ,
\]
\[
\delta\Delta_1=-2\times0.5^\circ\times0.8348\times0.8464=-0.707^\circ .
\]

The simulated readings, with all orders included, are as follows.

| | Error in \(\Psi\) | Error in \(\Delta\) |
|---|---|---|
| \(+P\) | −0.1727° | −0.7160° |
| \(-P\) | +0.1766° | +0.6972° |
| mean | +0.00195° | −0.0094° |

The second-order formulas predict the last row. With \(\delta^2=7.615\times10^{-5}\) rad², or 0.004363° after conversion of the resulting angle,

\[
\bar\Delta-\Delta\simeq0.004363^\circ\times2\times0.8464\times(-0.5326)\times2.394=-0.0094^\circ,
\]

and the formula for \(\Psi\) gives 0.00195°.

**Q.** One example could be luck. Does the remainder really grow as the square?

**A.** Double the offset to 1°. The single errors at \(+P\) grow by factors of 1.977 in \(\Psi\) and 2.027 in \(\Delta\), while those of the mean grow by 4.001 and 3.999. At 2° the mean \(\Delta\) is wrong by −0.150°; at 0.1° it is wrong by only −0.0004°.

**Q.** I sell thicknesses, not angles.

**A.** Hold the indices and incidence angle fixed and infer the thickness from \(\Delta\) alone. The \(+P\) measurement gives 25.47 nm and the \(-P\) measurement 24.55 nm. The mean \(\Delta\) gives 25.006 nm, so an error of nearly half a nanometre falls to about 0.006 nm.

You could instead average the two thicknesses, obtaining 25.010 nm. Any smooth function of \(\Psi'\) and \(\Delta'\) inherits the same parity, so its linear error cancels too. The quadratic remainder is different, because the function has curvature of its own.

**Q.** Why not use the two measurements to find the offset, and correct it once and for all?

**A.** You can. Let \(a\) and \(b\) be the true coefficients at \(+P\). Adding the measured coefficients at the two settings gives

\[
a'_++a'_-=2a\cos2\delta,\qquad b'_++b'_-=-2a\sin2\delta,
\]
\[
\tan2\delta=-\frac{b'_++b'_-}{a'_++a'_-}\qquad(a\ne0).
\]

Here that is \(-(-0.39762+0.41999)/(-0.64790-0.63362)=0.01746\), so \(\delta=0.500^\circ\). Turning each measured pair \((a',b')\) in its plane by \(+2\delta\), twice the offset found, removes the offset error to all orders, since it inverts the rotation. If \(|P|=\Psi\), then \(a=0\) and this quotient fails. The differences \(a'_+-a'_-=2b\sin2\delta\) and \(b'_+-b'_-=2b\cos2\delta\) serve instead, if \(b\ne0\).

**Q.** Then averaging is obsolete.

**A.** Not if you correct only one measurement and the polariser scale is also imperfect. Let its true azimuth be the setting plus \(\varepsilon\), the same at both settings. The inferred value satisfies \(\tan\Psi'=\tan\Psi\,|\tan P|/|\tan(P+\varepsilon)|\). Its logarithmic derivative at \(\varepsilon=0\) gives an error \(-\varepsilon\sin2\Psi/\sin2P\), which is odd in \(P\) and cancels in the mean. With \(\delta=0\), \(\Delta\) is unaffected, because \(|\tan P|\) does not enter its inversion.

The offset estimate is less fortunate. Since \(b\) is odd in \(P\), its derivative is even, and the sum \(b'_++b'_-\) acquires \(2\varepsilon\,\partial b/\partial P\). From \(\tan u=\tan\Psi/\tan P\) at positive \(P\), \(\partial u/\partial P=-\sin2u/\sin2P\), so

\[
\frac{\partial b}{\partial P}=2\cos2u\cos\Delta\,\frac{\partial u}{\partial P}
=-\frac{2\cos2u\sin2u\cos\Delta}{\sin2P}=\frac{2ab}{\sin2P}.
\]

The sum of the \(a'\) changes only at second order in the small angles. Thus, to first order,

\[
\delta_{\rm found}\simeq\delta-\frac{\varepsilon\,b}{\sin2P}
=0.5^\circ+0.1^\circ\times\frac{0.409}{0.866}=0.547^\circ
\]

for \(\varepsilon=0.1^\circ\), in agreement with the simulated 0.547°. Correcting the \(+P\) measurement with this value leaves about 0.07° of error in \(\Delta\), by the first-order formula. The same polariser error moves the averaged \(\Delta\) by only −0.004°, through a product term \(\delta\varepsilon\).

The two methods also work together. Turn both measured pairs by the offset found, invert each, and average the results: the remaining analyser offset and the polariser error then both cancel to first order. Alternatively, if \(a\ne0\), the four measured coefficients can be solved together for the four unknowns \(\Psi\), \(\Delta\), \(\delta\) and \(\varepsilon\); this solution becomes very sensitive to noise as \(a\to0\) or as \(\Delta\) nears 0 or 180°.

**Q.** What if the sample is patchy or anisotropic?

**A.** A patchy isotropic film adds intensities from different areas. Each area has an even cosine term and an odd sine term in \(P\), and so has their sum. The offset error therefore still cancels at first order, although treating the patches as one uniform film brings a bias of its own.

Mixing of p and s is different. As one simple case, give the sample equal cross-coefficients \(r_{ps}=r_{sp}=m\,r_s\). Then, with \(t=\tan|P|\),

\[
\frac{E_p}{E_s}=\frac{\rho+s\,m\,t}{s\,t+m}
=\frac{s}{t}\,\frac{\rho+s\,m\,t}{1+s\,m/t}.
\]

Without mixing, this ratio would be \(s\rho/t\). The last fraction is thus the apparent \(\rho\), and it depends on \(s\): the two settings see different samples, with different sensitivities to \(\delta\). A term proportional to \(m\delta\) survives. For \(m=0.02\) in our example, the mean changes with offset at rates of 0.025 in \(\Psi\) and −0.159 in \(\Delta\), in degrees per degree. A 0.5° offset then contributes about −0.08° to the mean \(\Delta\) at first order, some eight to ten times less than in a single measurement, depending on the setting, but not zero. These sizes belong to equal, real cross-coefficients. With the signs used here, where \(r_p=-r_s\) at normal incidence, a film whose optic axis lies in the surface has \(r_{ps}=-r_{sp}\), and a general axis gives unrelated values. For \(r_{ps}=-r_{sp}=0.02\,r_s\) the rates are 0.019 in \(\Psi\) and only −0.006 in \(\Delta\). The value 0.02 is also large for so thin a film: 25 nm with indices 1.46 and 1.60 and its axis in the surface at 45° gives \(|r_{ps}/r_s|\approx0.005\).

**Q.** And what does a real instrument do to your 0.006 nm?

**A.** It buries it. The 0.5° analyser offset was chosen large to make the effect visible. The averaged result also moves under errors that the model leaves out. The sizes below are illustrative, each applied alone with everything else fixed:

| Neglected effect | Shift in \(\Psi\) | Shift in \(\Delta\) |
|---|---|---|
| \(-P\) setting wrong by 0.05° | 0.015° | −0.001° |
| offset changes by 0.02° before \(-P\) | 0.004° | 0.014° |
| gain of the modulated signal relative to its constant part 0.995, uncorrected | 0.078° | −0.304° |
| detector polarisation sensitivity 0.01 | 0.140° | −0.142° |
| incidence angle 0.05° too high | −0.040° | −0.30° |
| incidence angles spread over ±0.5° | 0.005° | −0.041° |

The first two break the symmetry between the settings, so half of the individual error remains. The gain multiplies both \(a\) and \(b\), and respects the symmetry: it biases both measurements in the same direction and by nearly the same amount, so averaging cannot remove it. The detector entry assumes a sensitive axis 22.5° from the plane of incidence; with the axis in that plane the shifts are 0.19° and −0.19°, while at 45° averaging reduces them to below 0.01°.

In this film \(\Delta\) falls by about 1.5° per nanometre, so the gain error and the incidence-angle error are each worth about 0.2 nm. Assuming an oxide index 0.01 too high shifts the inferred thickness by −0.29 nm. Averaging over \(\pm P\) deals with the analyser offset; the accuracy of the thickness then rests on these other calibrations. The numerical output lists the values at finer resolution.

## Values computed for the example and the checks

```
Wavelength 632.8 nm, incidence 70.0 deg
Oxide index 1.46, silicon n 3.88, k 0.02
Oxide thickness 25.0 nm
P 30.0 deg, analyser offset 0.50 deg
True values: Psi 15.1153 deg, Delta 122.1827 deg
2u = 50.144 deg
No offset, +P: a = -0.64086, b = -0.40887
With offset, +P: a = -0.64790, b = -0.39762
With offset, -P: a = -0.63362, b = 0.41999
Result at +P: Psi 14.9426 deg, Delta 121.4667 deg
Result at -P: Psi 15.2919 deg, Delta 122.8799 deg
Mean result: Psi 15.1173 deg, Delta 122.1733 deg
Error at +P: Psi -0.1727 deg, Delta -0.7160 deg
Error at -P: Psi 0.1766 deg, Delta 0.6972 deg
First-order formula at +P: Psi -0.1747 deg, Delta -0.7066 deg
Error of mean: Psi 0.00195 deg, Delta -0.00942 deg
Second-order formula: Psi 0.00195 deg, Delta -0.00942 deg
Thickness from Delta, +P: 25.4725 nm
Thickness from Delta, -P: 24.5470 nm
Thickness from Delta, mean: 25.0062 nm
Error of mean, offset 0.1 deg: Psi 0.00008 deg, Delta -0.00038 deg
Error of mean, offset 1.0 deg: Psi 0.00779 deg, Delta -0.03765 deg
Error of mean, offset 2.0 deg: Psi 0.03118 deg, Delta -0.15045 deg
Error ratio on doubling 0.5 deg offset (Psi, Delta):
  single 1.977, 2.027
  mean 4.001, 3.999
Offset found from pair: 0.50000 deg
Same, polariser zero off 0.1 deg: 0.54721 deg
Mean's slope per unit offset, p-s mixing 0.02 of r_s:
  Psi 0.0246, Delta -0.1587
Neglected effects: change of the mean result
  polariser zero error 0.1 deg: Psi 0.0003 deg, Delta -0.0044 deg
  swing error 0.05 deg at -P: Psi 0.0146 deg, Delta -0.0011 deg
  offset drift 0.02 deg at -P: Psi 0.0036 deg, Delta 0.0137 deg
  signal gain 0.995: Psi 0.0783 deg, Delta -0.3037 deg
  detector polarisation 0.01: Psi 0.1402 deg, Delta -0.1416 deg
  incidence angle +0.05 deg: Psi -0.0398 deg, Delta -0.2955 deg
  incidence spread +-0.5 deg: Psi 0.0052 deg, Delta -0.0413 deg
  oxide index taken 0.01 high: thickness -0.2871 nm
```
